# Joule heating of a wire buried in a low-k dielectric

## The problem

A long straight copper wire of circular cross-section carries a steady current in an insulating dielectric. Its radius is $a=50$ nm, its resistivity is $\rho=3\times10^{-8}$ ohm m, and its current density is $J=2$ MA/cm², which is $2\times10^{10}$ A/m². The wire is parallel to a plane held at $T_0=378$ K, and its axis lies $d=500$ nm from that plane. The dielectric fills the whole half-space on the wire's side and has thermal conductivity $k=0.3$ W/(m K).

1. How much warmer than the plane is the wire?
2. What current density would make it 5 K warmer?
3. By what fraction does the temperature rise shorten the electromigration lifetime, at fixed current density?
4. How does the answer change if the wire has heated neighbours, or if its ends are cooled?

For the first question the wire is isolated and far from its ends, its thermal contact with the dielectric is perfect, and its temperature is uniform over the cross-section. The resistivity is the value at the operating temperature. Temperatures $T$ below are measured from that of the plane, so that $T=0$ there.

## A first estimate by scaling

The current produces heat at the rate $\rho J^2$ per unit volume. Multiplication by the cross-section gives the heat per unit length,

$$P=\rho J^2\pi a^2=(1.2\times10^{13}\ \text{W/m}^3)(7.854\times10^{-15}\ \text{m}^2)=0.0942\ \text{W/m}.$$

In the steady state all of this heat must leave through the dielectric. The rise is proportional to $P$, because heat conduction is linear. The ratio $P/k$ is already a temperature, and the remaining lengths can enter only through their ratio. Therefore

$$\Delta T=\frac{P}{k}\,f\!\left(\frac da\right),\qquad \frac Pk=0.314\ \text{K}.$$

To guess $f$, replace the spreading heat flow by uniform flow through a slab of thickness $d$ and width $w$. Fourier's law then gives $P=kw\,\Delta T/d$ per unit length of wire. Heat that travels a distance $d$ to the plane also spreads sideways by about $d$ on each side, so take $w=2d$:

$$\Delta T_{\text{est}}=\frac{Pd}{k(2d)}=\frac{P}{2k}=0.157\ \text{K}.$$

This amounts to $f=1/2$. The distance has cancelled, since a deeper wire has a longer path but also a wider one. The estimate ignores the crowding of the heat flow near the wire, where the available width is much less than $2d$. Only a solution of the conduction problem can say how much that matters.

## The exact solution of the model

### Conditions on the temperature

Let $y$ be the distance from the plane into the dielectric and $x$ the distance along the plane, perpendicular to the wire. The wire's axis is at $(0,d)$. No heat is produced in the dielectric, so the steady temperature there obeys

$$\frac{\partial^2T}{\partial x^2}+\frac{\partial^2T}{\partial y^2}=0 .$$

It must vanish at $y=0$, be constant on the wire surface, and carry the heat $P$ out of the wire.

### A line source and its image

Consider first a thin line source in an unbounded medium. The heat $P$ crosses every circle of radius $r_1$ around it, so

$$-k\frac{dT}{dr_1}\,2\pi r_1=P,\qquad T=-\frac{P}{2\pi k}\ln r_1+\text{constant}.$$

Put this source at $(0,s)$ and an equal sink at the mirror point $(0,-s)$. The sink contributes the opposite sign. With $r_1$ and $r_2$ the distances from source and sink,

$$T=\frac{P}{2\pi k}\ln\frac{r_2}{r_1}.\tag{1}$$

On the plane $r_1=r_2$, so $T=0$ as required. The sink lies outside the dielectric and is only a device for meeting this condition.

### Fitting the wire surface

Temperature (1) is constant wherever $r_2=\lambda r_1$ with constant $\lambda>1$. Squaring gives

$$x^2+(y+s)^2=\lambda^2\left[x^2+(y-s)^2\right].$$

Collect the terms and divide by $\lambda^2-1$:

$$x^2+y^2-2ys\,\frac{\lambda^2+1}{\lambda^2-1}+s^2=0.$$

Now define $y_c=s(\lambda^2+1)/(\lambda^2-1)$ and complete the square:

$$x^2+(y-y_c)^2=y_c^2-s^2.$$

The isotherm is a circle. It coincides with the wire surface if $y_c=d$ and $y_c^2-s^2=a^2$, hence

$$s=\sqrt{d^2-a^2}.\tag{2}$$

The source is closer to the plane than the axis is. It still lies inside the wire: from $(d-s)(d+s)=a^2$ and $d+s>a$ it follows that $d-s<a$. The heat leaving the wire surface is therefore the full $P$.

To find $\lambda$, solve $d/s=(\lambda^2+1)/(\lambda^2-1)$ for $\lambda^2$ and multiply above and below by $d+s$:

$$\lambda^2=\frac{d+s}{d-s}=\frac{(d+s)^2}{d^2-s^2}=\frac{(d+s)^2}{a^2},\qquad \lambda=\frac{d+s}{a}.$$

Its reciprocal is $1/\lambda=a/(d+s)=(d-s)/a$, so

$$\cosh(\ln\lambda)=\frac12\left(\lambda+\frac1\lambda\right)=\frac da .$$

Thus $\ln\lambda=\operatorname{arccosh}(d/a)$, and equation (1) gives the rise of the wire:

$$\Delta T=\frac{P}{2\pi k}\operatorname{arccosh}\frac da
=\frac{\rho J^2a^2}{2k}\operatorname{arccosh}\frac da.\tag{3}$$

No other solution is possible. The difference $D$ of two solutions that decay far away would vanish on the plane, be constant on the wire and carry no net heat out of it. The integral of $|\nabla D|^2$ over the dielectric reduces to boundary terms: the one on the plane contains $D=0$, and the one on the wire is a constant times zero net flux. Hence $\nabla D=0$ everywhere, and $D=0$.

### Where the heat arrives

Differentiating (1) at $y=0$ gives the heat flux into the plane,

$$q(x)=k\left.\frac{\partial T}{\partial y}\right|_{y=0}=\frac{P}{\pi}\,\frac{s}{x^2+s^2}.$$

Its integral over all $x$ is $P$, and the part between $-s$ and $s$ is

$$\frac P\pi\left[\arctan\frac xs\right]_{-s}^{s}=\frac P2 .$$

Half of the heat reaches the plane within a strip of width $2s$, nearly $2d$ here. This supports the width chosen in the estimate, but only at the plane end of the path.

### The numbers

The source distance is $s=497.49$ nm, so the source is 2.51 nm off the axis. With $\operatorname{arccosh}(10)=2.9932$,

$$\frac{P}{2\pi k}=\frac{0.09425}{2\pi(0.3)}=0.0500\ \text{K},\qquad
\Delta T=(0.0500)(2.9932)=0.150\ \text{K}.$$

This answers the first question: the wire is about 150 mK warmer than the plane. The corresponding thermal resistance, for heat per unit length, is

$$R=\frac{\Delta T}{P}=\frac{\operatorname{arccosh}(d/a)}{2\pi k}=1.59\ \text{K m/W}.$$

## Comparison of estimate and solution

The exact function is $f=\operatorname{arccosh}(d/a)/(2\pi)$, which equals 0.476 at $d/a=10$. The estimate used 0.5 and is therefore about 5% above the exact result. The closeness depends on the chosen geometry: the two agree completely when $\operatorname{arccosh}(d/a)=\pi$, or $d/a=\cosh\pi\approx11.6$, and the example happens to lie near this ratio.

Two limits show what the estimate misses. For a thin wire, $a\ll d$, equation (2) gives $s\approx d-a^2/(2d)$. Then

$$\operatorname{arccosh}\frac da=\ln\frac{d+s}{a}\approx\ln\frac{2d}{a}-\frac{a^2}{4d^2}.$$

At $d/a=10$ the logarithm alone is 2.9957, which is 0.08% above the full value. The logarithm records the crowding: each doubling of the radius around a thin wire, while still well short of the plane, costs the same temperature drop, $(P/2\pi k)\ln2$. At $d/a=100$ the exact $f$ is $\ln(200)/(2\pi)=0.84$, and the constant estimate would be about 40% too low.

In the opposite limit the wire almost touches the plane. Let the gap be $g=d-a\ll a$ and write $u=\operatorname{arccosh}(1+g/a)$. Since $\cosh u\approx1+u^2/2$ for small $u$,

$$u\approx\sqrt{\frac{2g}{a}},\qquad
\Delta T\approx\frac{P}{2\pi k}\sqrt{\frac{2g}{a}} .$$

The rise now tends to zero, whereas the estimate stays at $P/(2k)$. In this limit much of the heat goes through the narrow part of the gap: half of it reaches the plane within $s\approx\sqrt{2ag}$ on either side of the closest point. Its width is of order $\sqrt{ag}$, because the gap at sideways distance $x$ is about $g+x^2/(2a)$. A path of length $g$ and width $\sqrt{ag}$ has a resistance proportional to $\sqrt{g/a}$, as found.

The scaling with material and current is the same in both treatments. At fixed geometry and current density, $\Delta T\propto\rho/k$. If the same wire were surrounded by silicon dioxide with a rough conductivity of 1.3 W/(m K), its rise would be 0.035 K. At fixed $J$ a thicker wire is warmer, since the factor $a^2$ outweighs the slowly falling logarithm when $a\ll d$. At fixed total current $I=\pi a^2J$, however, $P=\rho I^2/(\pi a^2)$, and a thicker wire is cooler.

## Current density for a 5 K rise

For a larger rise the growth of resistivity with temperature should be included. Take the given $\rho$ now as the value at the plane temperature, and let it become $\rho(1+\alpha\Delta T)$ in the warmer wire, with a rough $\alpha=0.003$ K⁻¹. If $\Delta T_0$ is the rise without this growth,

$$\Delta T=\Delta T_0(1+\alpha\Delta T),\qquad
\Delta T_0=\frac{5\ \text{K}}{1+0.015}=4.93\ \text{K}.$$

Because $\Delta T_0\propto J^2$, the required density for the long, isolated wire is

$$J=(2\ \text{MA/cm}^2)\sqrt{\frac{4.93}{0.1497}}=11.5\ \text{MA/cm}^2 .$$

At the original 2 MA/cm² the same feedback adds only 0.07 mK.

## Effect on electromigration

Electromigration is the drift of metal atoms driven by the current. Assume that at fixed $J$ the lifetime is proportional to $\exp(E_a/k_BT_{\text{abs}})$, where $T_{\text{abs}}$ is the absolute wire temperature and $E_a=0.9$ eV is a rough activation energy for copper. Compared with a wire at $T_0$, the lifetime is multiplied by

$$\exp\left[\frac{E_a}{k_B}\left(\frac1{T_0+\Delta T}-\frac1{T_0}\right)\right]
=\exp\left[-\frac{E_a\Delta T}{k_BT_0(T_0+\Delta T)}\right].$$

For $\Delta T\ll T_0$ and a small exponent, the fractional loss is

$$\frac{E_a\Delta T}{k_BT_0^2}
=\frac{(0.9)(0.1497)}{(8.617\times10^{-5})(378)^2}=0.011 .$$

Self-heating therefore costs about 1.1% of the lifetime. This says nothing about whether the lifetime is adequate: the current drives the atoms even in a wire with no temperature rise, and that effect is held fixed in this comparison.

## Heated neighbours

Now place equal wires side by side in an endless row, parallel to the plane, with pitch $p=200$ nm between axes. All carry the same current density. A neighbour at distance $np$ and its image at distance $\sqrt{n^2p^2+4d^2}$ warm the central wire, according to (1), by

$$\frac{P}{2\pi k}\ln\frac{\sqrt{n^2p^2+4d^2}}{np}
=\frac{P}{4\pi k}\ln\left(1+\frac{4d^2}{n^2p^2}\right).$$

There is one such wire on each side, which doubles this term. In the thin-wire approximation the sum over $n$ follows from the product $\sinh(\pi z)=\pi z\prod_{n\ge1}(1+z^2/n^2)$ with $z=2d/p$. Adding the wire's own $\ln(2d/a)$ gives

$$\Delta T_{\text{row}}\approx\frac{P}{2\pi k}\ln\left[\frac{p}{\pi a}\sinh\frac{2\pi d}{p}\right]=0.763\ \text{K}.\tag{4}$$

Since the argument $2\pi d/p=15.7$ is large, $\sinh$ may be replaced by half an exponential:

$$\Delta T_{\text{row}}\approx\frac{Pd}{kp}+\frac{P}{2\pi k}\ln\frac{p}{2\pi a}
=0.785\ \text{K}-0.023\ \text{K}.$$

The first term is plain one-dimensional flow. Each wire has a strip of width $p$ to itself and can no longer spread its heat over $2d$. The scaling estimate works here too if $w=p$ is used.

Equation (4) does not enforce a uniform temperature around each wire in the field of its neighbours. A numerical solution does so by placing line sources inside every wire and choosing their strengths to make its surface isothermal. It gives 0.736 K, so the thin-wire formula is about 4% high. The temperature rise in the row is 4.9 times that of the isolated wire. If the plane stays at $T_0$, the lifetime loss grows from 1.1% to 5.2%; any warming of the plane itself adds to this loss. With the plane at $T_0$, a 5 K rise in the row needs only about 5.2 MA/cm², against 11.5 MA/cm² for the isolated wire.

## Cooled ends

Suppose a wire of length $L$ has both ends held at the plane temperature. Let $z$ be measured along it from its midpoint. If the temperature varies slowly along the wire, each short piece loses heat at the rate $T/R$ per unit length, and the heat balance is

$$k_mA\frac{d^2T}{dz^2}-\frac TR+P=0,\qquad A=\pi a^2 .$$

The metal's conductivity can be estimated from the Wiedemann–Franz law,

$$k_m=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2\frac{T_0}{\rho}=308\ \text{W/(m K)}.$$

With $PR=\Delta T$, the solution that is symmetric in $z$ and vanishes at both ends is

$$T(z)=\Delta T\left[1-\frac{\cosh(z/\ell)}{\cosh(L/2\ell)}\right],\qquad
\ell=\sqrt{k_mAR}=1.96\ \mu\text{m}.$$

The midpoint of a 20 μm wire reaches 0.148 K, close to the long-wire value. A 5 μm wire reaches only 0.072 K, about half. The use of a local $R$ requires $\ell\gg d$; here $\ell$ is about four times $d$, so these are estimates.

## The remaining assumptions

**Uniform wire temperature.** In a round wire cooled equally on all sides, heat conduction gives a centre-to-surface difference of $P/(4\pi k_m)=0.024$ mK. A numerical solution of wire and dielectric together, which includes the stronger cooling on the side facing the plane, gives a difference of 0.029 mK between the centre and the coldest point of the surface. This is negligible beside 150 mK because $k_m$ is about a thousand times $k$.

**Perfect contact.** A rough interface conductance $h=10^8$ W/(m² K) adds $P/(2\pi ah)=3.0$ mK, or 2% of the isolated rise.

**A truly isothermal plane.** If the plane is the surface of a silicon wafer, the heat must still spread through the silicon. Treat this as flow between half-cylinders of radii $d$ and $W=700$ μm, the rough wafer thickness. With a rough silicon conductivity of 100 W/(m K), the silicon surface directly under the wire warms by about

$$\frac{P}{\pi k_{\text{Si}}}\ln\frac Wd=2.2\ \text{mK}.$$

The wire responds to the surface temperature averaged over a width of order $d$, so its own extra rise is slightly smaller, about 2.0 mK. These small values hold for a single wire. Under the endless row the heat cannot spread sideways in the silicon either. If the far face of the wafer is held at a fixed temperature, the silicon surface warms by

$$\frac{PW}{p\,k_{\text{Si}}}=3.3\ \text{K},$$

which is more than the 0.74 K across the dielectric. A finite row warms it less: for about 100 lines, each much longer than the wafer is thick, the silicon under the middle of the row warms by roughly 0.16 K.

**No other boundary.** Let an insulating face lie at $H=1000$ nm from the plane, on the far side of the wire. Reflection in the cold plane reverses the sign of a source; reflection in the insulating face keeps it. Repeated reflection gives sources of sign $(-1)^n$ at $y=2nH+d$ and of sign $-(-1)^n$ at $y=2nH-d$, for every integer $n$. Combining the terms $n$ and $-n$ gives, for a thin wire,

$$\Delta T_H=\frac{P}{2\pi k}\left[\ln\frac{2d}{a}+\sum_{n=1}^{\infty}(-1)^n\ln\left(1-\frac{d^2}{n^2H^2}\right)\right]=0.162\ \text{K}.$$

The rise is 8% larger than in the half-space, because heat can no longer take the detour through the dielectric beyond this face.

## The model beside a real interconnect

The parameters resemble, in rough terms, a narrow copper line in a porous organosilicate dielectric, with the silicon surface as the cold plane. A conductivity of a few tenths of a W/(m K) is typical of such a dielectric, and a narrow line has a higher resistivity than bulk copper. Real lines are nearly rectangular and have liners, caps, vias and other metal around them, which this model omits. Of the departures from the model calculated here, heated neighbours have the largest effect on the rise across the dielectric: for the row considered, with every line carrying the full current continuously, the rise above the silicon surface moves from 0.15 K to 0.74 K. The silicon surface then warms as well, by an amount that depends on how many lines are heated and can exceed the rise across the dielectric. Cooled ends act in the other direction and halve the isolated rise for a 5 μm line. The value 0.15 K thus belongs to a long, isolated wire at this depth and current density; it is not a general figure for a chip.
